Film Thickness from Total and Zero-Loss Electron Intensities

A parallel beam of fast electrons crosses a film of thickness t at normal incidence. An energy-loss spectrometer records the transmitted electrons. Let I_t be their total intensity, summed over all energy losses including zero, and I_0 the intensity of those that suffered no inelastic event. The task is to find the thickness from these two intensities, and then to find what a real measurement does to the answer.

The film is uniform unless stated otherwise. Inelastic events are independent: in a depth dz an electron has probability dz/λ of an event, whatever happened to it before. The length λ is the total inelastic mean free path. Deflections are small, so that path length equals depth, and energy losses are small beside the beam energy, so that λ stays constant along the path. Absorption, backscattering and events special to the surfaces are left out. The algebra is in atomic units, numbers are in eV and angstrom, and ln is the natural logarithm. The abbreviation x = t/λ is used throughout.

The numerical example is a model film with round parameters, λ = 1000 angstrom and t = 600 angstrom, so x = 0.6. A single event has a damped-plasmon loss distribution centred near 15 eV, with damping 5 eV, cut off at 100 eV and normalized. It represents no particular material. The numerical output follows the text.


(a) What is the probability P_0 that an electron crosses the film without an inelastic event?

Solution. Let P_0(z) be the probability that no event has occurred down to depth z. To reach z + dz without an event, the electron must first reach z without one and then escape one in dz:

P_0(z + dz) = P_0(z) (1 − dz/λ).

Subtracting P_0(z) and dividing by dz gives

dP_0/dz = −P_0/λ.

Every electron enters without a loss, so P_0(0) = 1. Separating the variables and integrating from 0 to t gives ln P_0(t) − ln 1 = −t/λ, or

P_0 = exp(−t/λ) = exp(−x).

The same result follows from a film cut into M equal layers, each with event probability x/M. Escaping all of them has probability (1 − x/M)^M, whose logarithm is

M ln(1 − x/M) = −x − x²/(2M) − …

As M grows, the correction vanishes and −x remains.

If λ depends on depth, as in a stack of different films, the same integration gives −ln P_0 = ∫ dz/λ(z). For a stack this is the sum of each layer's thickness divided by its own mean free path. One measurement then gives that sum, not the separate thicknesses.

For the model film P_0 = exp(−0.6) = 0.549. About 45 percent of the electrons lose energy at least once.


(b) Find the probability P_n of n events, and use it to express t through I_t and I_0. Which part of the independence assumption does the thickness formula need?

Solution. The class with n ≥ 1 events gains electrons from class n − 1 and loses them to class n + 1:

dP_n/dz = (P_{n−1} − P_n)/λ,  P_n(0) = 0.

Write P_n = q_n exp(−z/λ). The derivative is

dP_n/dz = (dq_n/dz) exp(−z/λ) − P_n/λ.

The term −P_n/λ appears on both sides and cancels, leaving

dq_n/dz = q_{n−1}/λ,  q_0 = 1,  q_n(0) = 0 for n ≥ 1.

One integration gives q_1 = z/λ. If q_{n−1} = (z/λ)^{n−1}/(n−1)!, the next integration gives q_n = (z/λ)^n/n!, so this form holds for every n. At z = t,

P_n = (x^n/n!) exp(−x).

This is the Poisson distribution. Let N be the incident intensity. If every transmitted electron is collected,

I_t = N Σ_n P_n = N exp(−x) Σ_n x^n/n! = N exp(−x) exp(x) = N,

I_0 = N P_0 = N exp(−x).

The incident intensity cancels in the ratio I_t/I_0 = exp(x). Taking the logarithm gives

t/λ = ln(I_t/I_0).

The sign is as it must be: a thicker film has a weaker zero-loss peak and a larger ratio. In a very thin film the intensity with losses, I_t − I_0, satisfies

(I_t − I_0)/I_0 = exp(x) − 1 ≈ x.

In a thicker film this linear estimate is too large, because it divides by I_0, which the losses have already reduced below N: exp(x) − 1 exceeds x by x²/2 + … At x = 0.6 it gives 1/0.54881 − 1 = 0.82, well above 0.6. The logarithm removes this error of the linear estimate.

The formula needs less than full independence. I_0 depends on the rate of the first event alone. I_t needs complete collection: an electron that leaves one class enters the next, so the sum over classes stays N whatever the later rates are. Suppose the rate doubles after the first event. Then P_0 is unchanged, while, in terms of u = z/λ,

dP_1/du = exp(−u) − 2P_1.

Multiplying by exp(2u) turns this into d[P_1 exp(2u)]/du = exp(u). Integrating from 0 to x gives

P_1 = exp(−x) − exp(−2x).

For x = 0.6 this is 0.248, against the Poisson value 0.329. The pattern of multiple losses has changed, but ln(I_t/I_0) has not. It follows that a correct thickness from this ratio does not prove that later events are independent.


(c) Find the energy-loss spectrum for independent events. What happens to the thickness if the spectrum is recorded up to a finite loss, or if the zero-loss peak is separated by a fixed energy cut?

Solution. Let s(E) be the loss distribution of one event, with ∫ s(E) dE = 1 and no sharp peak at E = 0. For two independent events the losses add, and their distribution is the convolution of s with itself. Let s_n be the n-fold distribution, with s_0 = δ(E). The spectrum is

J(E) = N Σ_n P_n s_n(E).

Define the Fourier transform ŝ(τ) = ∫ s(E) exp(−iEτ) dE. It turns a convolution into a product, so s_n becomes ŝ^n, and

Ĵ(τ) = N exp(−x) Σ_n (xŝ)^n/n! = N exp{x[ŝ(τ) − 1]}.

At τ = 0 the transform is the area under the spectrum. Normalization gives ŝ(0) = 1, so Ĵ(0) = N, which is again I_t. The n = 0 term is a peak at zero loss with area N exp(−x), which is again I_0. The shape of s has dropped out of the ratio. A spectrum built layer by layer agrees with this Fourier solution to 6 × 10⁻⁸ of the incident intensity in each energy bin.

The mean number of events is Σ_n nP_n = x, because nx^n/n! = x · x^{n−1}/(n−1)!. The mean loss per transmitted electron is therefore x times the mean single loss, or 0.6 × 16.06 = 9.6 eV. For a beam energy of order 10⁵ eV this supports the use of a constant λ.

Now let the recorded range end at a loss W, and let f be the fraction of I_t beyond it. The apparent value is

ln[(1 − f)I_t/I_0] = x + ln(1 − f).

The second term is negative, so the film appears too thin. For the model film, computed on an energy grid of 0.25 eV, which affects the first value by about 0.001, the apparent values are 0.466 with a window of 25 eV, 0.583 with 50 eV and 0.599 with 100 eV. The first implies 1 − f = exp(0.466 − 0.600) = 0.875: one eighth of the electrons lie beyond 25 eV, and the thickness comes out as 466 angstrom in place of 600. At 100 eV the error is below 1 angstrom. In this model no single event exceeds 100 eV, so the part still missing there comes from electrons with two or more events. This small error owes much to the cutoff, which coincides with the window: the same damped-plasmon form without a cutoff has single events beyond 100 eV and gives an error of about 2 angstrom. A loss distribution with a longer tail, such as that of a real film with inner-shell edges, would need a wider window.

Finite energy resolution leaves the total area unchanged but mixes the zero-loss peak with small losses. Suppose everything below a cut is assigned to I_0, and this changes the assigned intensity to (1 + g)I_0. The apparent value becomes

ln{I_t/[(1 + g)I_0]} = x − ln(1 + g).

If small losses are included, g is positive and the thickness is too small. If the cut removes part of the zero-loss peak, g can be negative and the thickness too large. With a Gaussian resolution of 1.0 eV full width at half maximum and a cut at 2.5 eV, the model gives 0.598, an error of about −2 angstrom. The error is small here because this s(E) is weak below 2.5 eV. A material with strong losses close to zero would need a more careful separation.


(d) An aperture now accepts electrons within an angle β of the beam axis. Elastic events, independent of the inelastic ones, throw electrons out of the aperture altogether. What does the logarithm of the intensity ratio measure?

Solution. Let F_n be the fraction of electrons with n inelastic events, and no elastic event, that leave within β. The incident beam is parallel, so F_0 = 1. If the elastic mean free path is λ_e, the argument of part (a) gives a probability A = exp(−t/λ_e) of no elastic event. This factor is the same for every n because the two kinds of event are independent. The accepted intensities are

I_t(β) = N A exp(−x) Σ_n x^n F_n/n!,

I_0(β) = N A exp(−x).

Both A and exp(−x) cancel:

I_t(β)/I_0(β) = Σ_n x^n F_n/n!.

The cancellation of A relies on elastic events removing electrons completely. It is not shown here for elastic deflections that stay partly inside the aperture.

To second order in x, using ln(1 + y) = y − y²/2 + …,

ln[I_t(β)/I_0(β)] = F_1x + (F_2 − F_1²)x²/2 + …

In a thin film the logarithm therefore measures F_1t/λ. If in addition F_n = F_1^n for all n, the sum is exp(F_1x), and the proportionality to t holds at any thickness:

t = (λ/F_1) ln[I_t(β)/I_0(β)].

The length λ/F_1 is an effective mean free path for this aperture. Whether the product rule F_n = F_1^n holds depends on the angular distribution. Take a probability per solid angle proportional to 1/(θ² + θ_E²) up to a cutoff θ_c, with one value of θ_E for all losses. At small angles the solid angle of a ring is 2πθ dθ, and

∫_0^β θ dθ/(θ² + θ_E²) = ½ ln(1 + β²/θ_E²).

Dividing by the same integral up to θ_c gives

F_1 = ln(1 + β²/θ_E²)/ln(1 + θ_c²/θ_E²).

For two events the deflections add as plane vectors a and b. Being inside β after both is not the same as having two deflections each smaller than β, which has probability F_1². Consider θ_E ≪ β ≪ θ_c. Between the two cutoffs the distribution is uniform in the logarithm of the deflection. Let m be the larger deflection, ρ < 1 the ratio of the smaller to the larger, and φ the angle between them. Then

|a + b| = m |1 + ρ exp(iφ)|.

At fixed ρ and φ, the condition |a + b| < β moves the upper limit of ln m from ln β to ln β − ln|1 + ρ exp(iφ)|. The average shift over φ follows from the series

ln|1 + ρ exp(iφ)| = ρ cos φ − (ρ²/2) cos 2φ + …

Every term averages to zero. Pairs gained and pairs lost therefore balance, and F_2 = F_1² apart from corrections from the cutoffs.

With θ_E = 0.05 mrad, β = 2 mrad and θ_c = 10 mrad, F_1 = 0.696. Sampling 10⁶ electrons gives F_2 = 0.4850 against F_1² = 0.4848, a difference below the sampling error of about 0.0005. For three events it gives F_3 = 0.3407 against F_1³ = 0.3376. That difference is more than six times the sampling error, so the product rule is an approximation. Its effect on the ratio is only x³(F_3 − F_1³)/6 = 0.036 × 0.0031 ≈ 0.0001 at this thickness. Thicker films give more weight to such terms, and an aperture close to θ_E or θ_c makes the cutoff corrections larger, already for F_2.

An event-by-event simulation with λ_e = 1500 angstrom accepts 559251 electrons, of which 368349 have no inelastic event. Hence

ln(559251/368349) = 0.4176.

The product rule predicts 0.696 × 0.6 = 0.418. With the effective path 1000/0.69629 = 1436 angstrom, the thickness is 1436 × 0.4176 = 600 angstrom. Using λ = 1000 angstrom without the aperture correction would give 418 angstrom, about 30 percent too little.


(e) Return to complete collection. The beam illuminates equal areas of thickness t̄ + δ and t̄ − δ with equal intensity. Does the logarithm still give the mean thickness?

Solution. Intensities add, not logarithms. The total remains N, while

I_0 = (N/2){exp[−(t̄ + δ)/λ] + exp[−(t̄ − δ)/λ]}
  = N exp(−t̄/λ) cosh(δ/λ).

Therefore

ln(I_t/I_0) = t̄/λ − ln cosh(δ/λ).

Since cosh(δ/λ) > 1 for δ ≠ 0, the apparent thickness is below the mean. The thin area contributes more zero-loss electrons than the thick area lacks. For δ ≪ λ, cosh(δ/λ) ≈ 1 + δ²/(2λ²), and the error in thickness is −δ²/(2λ). It is quadratic, so slight unevenness does little harm.

For t̄ = 600 and δ = 300 angstrom the apparent thickness is 556 angstrom, an error of −44 angstrom. The quadratic estimate is −300²/2000 = −45 angstrom.

The opposite limit is a hole over half the illuminated area, δ = t̄. Then I_0 = (N/2)[1 + exp(−2t̄/λ)], and

ln(I_t/I_0) = ln 2 − ln[1 + exp(−2t̄/λ)].

For a thick remaining half this tends to ln 2 and no longer responds to thickness. The electrons passing through the hole keep the zero-loss peak at half the total.


(f) For a uniform film and complete collection, C electrons are counted in total. How precisely do the counts fix the thickness? Apply the result to a simulated measurement.

Solution. Let K be the number of zero-loss electrons among the C counted. Each belongs to this group with probability p = exp(−x), independently of the others, so K is binomial with mean Cp and variance Cp(1 − p). The estimate of x is ln(C/K). At fixed C, a small fluctuation δK changes it by −δK/K. When Cp is large and fluctuations are small, K in the denominator may be replaced by Cp, and the standard deviation is

σ_x = √[Cp(1 − p)]/(Cp) = √[(1 − p)/(Cp)] = √{[exp(x) − 1]/C}.

The last step uses (1 − p)/p = 1/p − 1. With λ known, the thickness has standard deviation λσ_x. For small x the relative error σ_x/x is about 1/√(Cx), which grows as the film gets thinner because few electrons lose energy. For large x it grows nearly as exp(x/2)/(x√C), because few zero-loss electrons remain. Counting therefore favours a film that is neither very thin nor very thick on the scale of λ.

In the simulation each electron flies random distances between events. Of C = 1000000 electrons, K = 548970 have no inelastic event. The measured thickness is

t = 1000 × ln(1000000/548970) = 1000 × 0.5997 = 599.7 angstrom,

or 1133 bohr. The predicted counting error is

σ_x = √[(1.822 − 1)/1000000] = 0.00091,

which corresponds to 0.9 angstrom. The result lies 0.3 angstrom below the true thickness, well within one standard deviation. As a test of the error formula, the same electrons were divided into batches of 5000. The logarithm scatters between batches by 0.0125, against a predicted 0.0128.

This precision refers to counting alone. Since t = λ ln(I_t/I_0), a relative error in λ passes unchanged into t: a mean free path wrong by 10 percent shifts this thickness by about 60 angstrom, far more than the counting error. If λ is not known, the two intensities still give t/λ, and they can compare the thicknesses of uniform films of the same material measured under the same conditions. This holds within the assumptions made here. Surface losses in very thin films, and diffraction that depends on crystal orientation when the aperture is finite, can spoil the proportionality in real specimens.

Values computed for the example and the checks

```
Inelastic mean free path: 1000.0 angstrom
Film thickness: 600.0 angstrom
Plasmon energy, damping: 15.0, 5.0 eV
Single-loss cutoff: 100.0 eV
Mean single loss: 16.064 eV
Layered ln(total/zero), t=300 angstrom: 0.30000
Layered ln(total/zero), t=600 angstrom: 0.60000
Layered ln(total/zero), t=900 angstrom: 0.90000
Layered ln(total/zero), t=2000 angstrom: 2.00000
Zero-loss fraction: 0.54881
Largest Fourier-layer difference per bin: 6.1e-08
Independent-event probability P0: 0.54881
Independent-event probability P1: 0.32929
Independent-event probability P2: 0.09879
Independent-event probability P3: 0.01976
P0, P1 with later rate doubled: 0.54881, 0.24762
Simulated total count: 1000000
Simulated zero-loss count: 548970
Simulated ln(total/zero): 0.59971
Recovered thickness: 599.71 angstrom
Recovered thickness converted: 1133.3 bohr
Predicted standard deviation of logarithm: 0.00091
Thickness counting error: 0.91 angstrom
Batch size: 5000 electrons
Batch scatter, observed and predicted: 0.01254, 0.01282
theta_E, theta_c, beta: 0.05, 10.0, 2.0 mrad
Single-event aperture fraction F1: 0.69629
Sampled F1, power F1^1: 0.6969, 0.6963
Sampled F2, power F1^2: 0.4850, 0.4848
Sampled F3, power F1^3: 0.3407, 0.3376
Elastic mean free path: 1500.0 angstrom
Aperture total, zero-loss counts: 559251, 368349
Aperture ln(total/zero): 0.41757
Product-rule aperture logarithm: 0.41778
Effective mean free path: 1436.18 angstrom
Aperture thickness, effective path: 599.70 angstrom
Aperture thickness, uncorrected path: 417.57 angstrom
Apparent t/lambda, window 25 eV: 0.46634
Apparent t/lambda, window 50 eV: 0.58310
Apparent t/lambda, window 100 eV: 0.59941
Resolution FWHM, zero-loss cut: 1.0, 2.5 eV
Apparent t/lambda with this cut: 0.59772
Uneven-film half difference: 300.0 angstrom
Uneven-film ln(total/zero): 0.55566
Uneven-film apparent thickness: 555.66 angstrom
```
